# Migdal's theorem: the Fermi-surface jump and the quasiparticle weight: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
# Migdal's theorem: n(kF-0) - n(kF+0) = Z for a regular Fermi liquid at T = 0.
# n(k): occupation per spin; Z: weight of the zero-frequency delta peak at kF,
# 1/Z = 1 - d(Re Sigma)/d(omega); frequencies are measured from the Fermi level.
# G: Green function; Sigma: self-energy; A = -Im G/pi: spectral function.
# Electron gas: momenta in kF, energies in kF^2 hartree, coupling = 1/(kF a0).
import numpy as np
from scipy.integrate import quad, simpson

PI = np.pi


def log_integral(function, low=-16.0, high=16.0, step=0.1):
    """Integral over y from 0 to infinity, trapezoidal in log(y)."""
    y = np.exp(np.arange(low, high + step / 2, step))
    return step * np.sum(y * function(y))


# ---- Exact finite system: occupation from the imaginary-axis Green function
sites, hopping, repulsion = 4, 1.0, 4.0
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
annihilate = []
for mode in range(2 * sites):
    matrix = np.eye(1)
    for place in range(2 * sites):
        factor = parity if place < mode else lower if place == mode else np.eye(2)
        matrix = np.kron(matrix, factor)
    annihilate.append(matrix)
density = [c.T @ c for c in annihilate]
number = sum(density)
hamiltonian = np.zeros_like(number)
for j in range(sites):
    hamiltonian += repulsion * density[j] @ density[j + sites]
    for spin in range(2):
        left = annihilate[j + spin * sites]
        right = annihilate[(j + 1) % sites + spin * sites]
        hamiltonian -= hopping * (left.T @ right + right.T @ left)
lowest = {}
for particles in (1, 3):
    index = np.where(np.abs(np.diag(number) - particles) < 0.1)[0]
    lowest[particles] = np.linalg.eigvalsh(hamiltonian[np.ix_(index, index)])[0]
mu_ring = (lowest[3] - lowest[1]) / 2
grand = hamiltonian - mu_ring * number
levels, states = np.linalg.eigh(grand)
ground = states[:, 0]
assert levels[1] - levels[0] > 0.05
assert abs(ground @ number @ ground - 2) < 1e-8
excitation = grand - levels[0] * np.eye(len(levels))
momenta = (0.0, PI / 2)
removed, added = [], []
for momentum in momenta:
    ck = sum(np.exp(-1j * momentum * j) * annihilate[j] for j in range(sites))
    ck = ck / np.sqrt(sites)
    removed.append(ck @ ground)
    added.append(ck.conj().T @ ground)
removed, added = np.array(removed).T, np.array(added).T
ring_direct = np.sum(np.abs(removed) ** 2, axis=0)
ring_integral = np.full(2, 0.5)
identity = np.eye(len(levels))
for s in np.arange(-14, 14.1, 0.4):
    y = np.exp(s)
    plus = np.linalg.solve(1j * y * identity - excitation, added)
    minus = np.linalg.solve(1j * y * identity + excitation, removed)
    green = np.sum(added.conj() * plus + removed.conj() * minus, axis=0)
    ring_integral += 0.4 * y * green.real / PI
assert np.max(np.abs(ring_direct - ring_integral)) < 1e-5
print("Hubbard ring: 4 sites, 2 electrons, t = 1, U/t =", repulsion)
for i, name in enumerate(("0", "pi/2")):
    print(f"  k={name}: n direct {ring_direct[i]:.6f}, from G {ring_integral[i]:.6f}")

# ---- Causal model self-energy with an asymmetric spectral density
centre, width = 0.5, 1.0
norm2 = centre**2 + width**2
density_factor = 2 * width**3 / (PI * norm2)


def bath_density(energy):
    return density_factor * energy**2 / ((energy - centre)**2 + width**2)**2


def bath_function(z):
    constant = -centre * (centre - 1j * width)**2 / norm2
    return (z + constant) / (z - centre + 1j * width)**2


z_test = 0.3 + 0.7j
real_part = quad(lambda e: (bath_density(e) / (z_test - e)).real, -np.inf, np.inf)[0]
imag_part = quad(lambda e: (bath_density(e) / (z_test - e)).imag, -np.inf, np.inf)[0]
assert abs(real_part + 1j * imag_part - bath_function(z_test)) < 1e-6
slope_step = 1e-4
model_slope = ((bath_function(slope_step) - bath_function(-slope_step))
               / (2 * slope_step)).real
slope_integral = quad(
    lambda e: density_factor / ((e - centre)**2 + width**2)**2, -np.inf, np.inf)[0]
assert abs(model_slope + slope_integral) < 1e-6
model_z = 1 / (1 - model_slope)
static_value = bath_function(0.0).real
momentum_slope = 0.3
velocity = 1 + momentum_slope * static_value


def model_green(q, z):
    sigma = (1 + momentum_slope * q) * bath_function(z) - static_value
    return 1 / (z - q - sigma)


def real_axis_occupation(q):
    """Integrate A over negative frequencies, resolving the narrow peak."""
    pole = model_z * velocity * q + 0j
    for _ in range(80):
        pole -= model_z / model_green(q, pole)
    peak, breadth = pole.real, abs(pole.imag)
    t = np.linspace(-np.arcsinh((1000 + peak) / breadth),
                    np.arcsinh(-peak / breadth), 40001)
    omega = peak + breadth * np.sinh(t)
    spectrum = -model_green(q, omega).imag / PI
    return simpson(spectrum * breadth * np.cosh(t), x=t)


imag_occupation = 0.5 + log_integral(lambda y: model_green(-0.3, 1j * y).real) / PI
real_occupation = real_axis_occupation(-0.3)
assert abs(imag_occupation - real_occupation) < 1e-5
weight_below = log_integral(lambda w: -model_green(0, -w).imag / PI, -12, 8, 0.02)
weight_above = log_integral(lambda w: -model_green(0, w).imag / PI, -12, 8, 0.02)
assert abs(weight_below + weight_above + model_z - 1) < 1e-4
model_delta = 1e-4
n_inside = real_axis_occupation(-model_delta)
n_outside = real_axis_occupation(model_delta)
assert abs(n_inside - n_outside - model_z) < 1e-3
assert abs(n_outside - weight_below) < 1e-3
assert abs(n_inside - weight_below - model_z) < 1e-3
print("Model self-energy (dimensionless units)")
print(f"  bath centre {centre}, bath width {width}, v0 {velocity:.4f}")
print(f"  Sigma slope {model_slope:.6f}, Z {model_z:.6f}")
print(f"  incoherent weight below {weight_below:.6f}, above {weight_above:.6f}")
print(f"  q=-0.3: n real axis {real_occupation:.6f}, imag axis {imag_occupation:.6f}")
print(f"  |q|={model_delta:.0e}: n inside {n_inside:.6f}, outside {n_outside:.6f}")
print(f"  jump from A {n_inside - n_outside:.6f}")

# ---- Marginal case: |Im Sigma| proportional to |omega| below a cutoff of 1
marginal_jumps = []
print("Marginal self-energy, coupling 1: difference of n across kF")
for delta in (1e-3, 1e-6, 1e-12):
    def difference(y):
        scaled = y * (1 + 0.5 * np.log1p(1 / y**2))
        return 2 * delta / (delta**2 + scaled**2) / PI
    marginal_jumps.append(log_integral(difference, -48, 16, 0.1))
    print(f"  energy distance {delta:.0e}: {marginal_jumps[-1]:.6f}")
assert marginal_jumps[0] > marginal_jumps[1] > marginal_jumps[2]
assert marginal_jumps[2] < 0.04


# ---- Electron gas: G0W0 with RPA screening on the imaginary axis
def polarization(q, nu):
    u = nu / q
    logarithm = np.log1p(2 * q / ((1 - q / 2)**2 + u**2))
    angles = np.arctan2(1 + q / 2, u) + np.arctan2(1 - q / 2, u)
    full = 0.5 * (1 + (1 + u**2 - q**2 / 4) * logarithm / (2 * q) - u * angles)
    size = u**2 + q**2 / 4
    # The asymptotic form avoids cancellation when size is very large.
    return np.where(size > 1e6, 1 / (3 * size), full) / PI**2


for q_test, nu_test in ((0.7, 0.4), (2.6, 1.1)):
    def bubble(pz):
        change = pz * q_test + q_test**2 / 2
        return (1 - pz**2) * change / (change**2 + nu_test**2) / (2 * PI**2)
    assert abs(quad(bubble, -1, 1)[0] - polarization(q_test, nu_test)) < 1e-8


def screened_correction(q, nu, coupling):
    bare = 4 * PI * coupling / q**2
    response = polarization(q, nu)
    return -bare**2 * response / (1 + bare * response)


gauss_x, gauss_w = np.polynomial.legendre.leggauss(10)
outer_nodes = np.exp(np.arange(-16, 9.01, 0.5))
fractions = 1 / (1 + np.exp(-np.arange(-18, 18.01, 0.5)))


def correlation_sigma(k, omega, coupling):
    edges = np.array(sorted({0.0, abs(k - 1), 0.0004, 0.002, 0.006, 0.03,
                             0.2, 0.6, 1 + k, 3.0, 5.0, 10.0, 30.0}))
    half = np.diff(edges) / 2
    middle = (edges[1:] + edges[:-1]) / 2
    q = (middle[:, None] + half[:, None] * gauss_x).ravel()[:, None]
    q_weight = (half[:, None] * gauss_w).ravel()
    nu = np.concatenate((omega * fractions, omega + outer_nodes))
    distance = np.concatenate((omega * fractions[::-1], outer_nodes))
    nu_weight = 0.5 * np.concatenate(
        (omega * fractions * fractions[::-1], outer_nodes))
    low = ((k - q)**2 - 1) / 2
    high = ((k + q)**2 - 1) / 2
    real = np.log1p(-2 * k * q * (low + high) / (nu**2 + high**2)) / (2 * k * q)
    imag = (np.arctan2(nu, -low) - np.arctan2(nu, -high)) / (k * q)
    near = screened_correction(q, distance, coupling)
    far = screened_correction(q, nu + omega, coupling)
    integrand = (near + far) * real + 1j * (near - far) * imag
    return -np.sum(q_weight * q[:, 0]**2 * (integrand @ nu_weight)) / (8 * PI**3)


def direct_sigma(k, omega, coupling):
    """Explicit momentum, angle and frequency sum over G0 times W-v."""
    x, weight = np.polynomial.legendre.leggauss(60)
    x, weight = (x + 1) / 2, weight / 2
    cosine = (np.arange(200) + 0.5) / 100 - 1
    positive = np.exp(np.arange(-9, 7.01, 0.1))
    nu = np.concatenate((positive, -positive))
    nu_weight = 0.1 * np.concatenate((positive, positive))
    total = 0j
    for xi, wi in zip(x, weight):
        q = xi / (1 - xi)
        energy = (k**2 + q**2 + 2 * k * q * cosine - 1) / 2
        bare_green = 1 / (1j * nu[None, :] - energy[:, None])
        interaction = screened_correction(q, np.abs(nu - omega), coupling)
        value = np.sum(bare_green @ (interaction * nu_weight)) / 100
        total -= wi / (1 - xi)**2 * q**2 * value / (8 * PI**3)
    return total


def electron_sigma(k, omega, coupling):
    bracket = 1.0
    if k != 1:
        bracket += (1 - k**2) / (2 * k) * np.log(abs((1 + k) / (1 - k)))
    return -coupling * bracket / PI + correlation_sigma(k, omega, coupling)


coupling_factor = (4 / (9 * PI))**(1 / 3)
reference = direct_sigma(0.5, 0.5, 4 * coupling_factor)
efficient = correlation_sigma(0.5, 0.5, 4 * coupling_factor)
# The explicit angular sum crosses the sharp Fermi surface, hence one percent.
assert abs(reference - efficient) < 0.01 * abs(efficient)
print("Electron gas, G0W0/RPA; energies in kF^2 hartree")
print(f"  Sigma_c(k=0.5,i0.5), rs=4: {efficient.real:.5f} {efficient.imag:+.5f}i")
print(f"  same by explicit sum: {reference.real:.5f} {reference.imag:+.5f}i")

gas_z = []
for rs in (1.0, 2.0, 4.0):
    coupling = coupling_factor * rs
    fermi_sigma = electron_sigma(1.0, 0.0, coupling).real
    small = 1e-4
    slope = electron_sigma(1.0, small, coupling).imag / small
    z_value = 1 / (1 - slope)
    gas_z.append(z_value)
    print(f"  rs={rs:.0f}: kF {1 / coupling:.5f} 1/bohr")
    print(f"    Sigma slope {slope:.5f}, Z {z_value:.5f}")

    def gas_occupation(k):
        def real_green(frequencies):
            sigma = np.array([electron_sigma(k, y, coupling) for y in frequencies])
            inverse = 1j * frequencies - (k**2 - 1) / 2 - sigma + fermi_sigma
            return (1 / inverse).real
        return 0.5 + log_integral(real_green, -16, 9, 0.5) / PI

    errors = []
    for delta in ((0.1, 0.01, 0.001) if rs == 4 else (0.001,)):
        inside, outside = gas_occupation(1 - delta), gas_occupation(1 + delta)
        assert 0 < outside < inside < 1
        errors.append(abs(inside - outside - z_value))
        print(f"    delta={delta}: n inside {inside:.5f}, outside {outside:.5f}")
        print(f"      difference {inside - outside:.5f}, minus Z "
              f"{inside - outside - z_value:+.5f}")
    # At finite delta the occupation still has a delta*log(delta) correction.
    assert errors[-1] < 5e-3
    if rs == 4:
        assert errors[0] > errors[1] > errors[2]
assert 1 > gas_z[0] > gas_z[1] > gas_z[2] > 0

print("tests ok")
```

Output of this version:

```
Hubbard ring: 4 sites, 2 electrons, t = 1, U/t = 4.0
  k=0: n direct 0.939848, from G 0.939848
  k=pi/2: n direct 0.027189, from G 0.027190
Traceback (most recent call last):
  File "check.py", line 121, in <module>
    real_occupation = real_axis_occupation(-0.3)
                      ^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 111, in real_axis_occupation
    pole -= model_z / model_green(q, pole)
                      ^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 104, in model_green
    return 1 / (z - q - sigma)
           ~~^~~~~~~~~~~~~~~~~
ZeroDivisionError: complex division by zero
```

Likely cause: The fault was in the program: the search for the quasiparticle pole of the model self-energy formed the inverse of G by computing G first. The search converged so exactly that the inverse became zero, and the program divided by it. The inverse Green function is now a function of its own and the search uses it directly, so nothing is divided at the pole. The physics, the tested quantities, the parameters and the tolerances are unchanged.

Diff:

```diff
@@ -100,7 +100,12 @@
 
 
+def model_inverse(q, z):
+    """Inverse Green function; it vanishes at the quasiparticle pole."""
+    sigma = (1 + momentum_slope * q) * bath_function(z) - static_value
+    return z - q - sigma
+
+
 def model_green(q, z):
-    sigma = (1 + momentum_slope * q) * bath_function(z) - static_value
-    return 1 / (z - q - sigma)
+    return 1 / model_inverse(q, z)
 
 
@@ -109,5 +114,5 @@
     pole = model_z * velocity * q + 0j
     for _ in range(80):
-        pole -= model_z / model_green(q, pole)
+        pole -= model_z * model_inverse(q, pole)
     peak, breadth = pole.real, abs(pole.imag)
     t = np.linspace(-np.arcsinh((1000 + peak) / breadth),
```

After the repair:

```
Hubbard ring: 4 sites, 2 electrons, t = 1, U/t = 4.0
  k=0: n direct 0.939848, from G 0.939848
  k=pi/2: n direct 0.027189, from G 0.027190
Model self-energy (dimensionless units)
  bath centre 0.5, bath width 1.0, v0 0.8800
  Sigma slope -0.800000, Z 0.555556
  incoherent weight below 0.090014, above 0.354429
  q=-0.3: n real axis 0.772779, imag axis 0.772779
  |q|=1e-04: n inside 0.645693, outside 0.089924
  jump from A 0.555768
Marginal self-energy, coupling 1: difference of n across kF
  energy distance 1e-03: 0.114129
  energy distance 1e-06: 0.060576
  energy distance 1e-12: 0.032245
Electron gas, G0W0/RPA; energies in kF^2 hartree
  Sigma_c(k=0.5,i0.5), rs=4: 0.08710 -0.21419i
  same by explicit sum: 0.08763 -0.21423i
  rs=1: kF 1.91916 1/bohr
    Sigma slope -0.16267, Z 0.86009
    delta=0.001: n inside 0.92373, outside 0.06093
      difference 0.86281, minus Z +0.00272
  rs=2: kF 0.95958 1/bohr
    Sigma slope -0.30854, Z 0.76421
    delta=0.001: n inside 0.86575, outside 0.09809
      difference 0.76767, minus Z +0.00346
  rs=4: kF 0.47979 1/bohr
    Sigma slope -0.57062, Z 0.63669
    delta=0.1: n inside 0.85060, outside 0.07159
      difference 0.77901, minus Z +0.14232
    delta=0.01: n inside 0.79298, outside 0.12872
      difference 0.66426, minus Z +0.02757
    delta=0.001: n inside 0.78139, outside 0.14068
      difference 0.64071, minus Z +0.00402
tests ok
```
